\section*{Mean-velocity subtraction and the local temperature of a collision cascade}

\section{Problem}

An ion implanted into a crystal sets off a collision cascade. A molecular-dynamics simulation follows the atoms, and their velocities can be turned into a map of the local temperature. The volume is divided into small cells, and the kinetic energy in each cell is converted into a temperature. A cell may also move as a whole, and this common motion is not heat, so the mean velocity of its atoms is subtracted first.

Consider a cell with $n\ge 2$ atoms of equal mass $m$. Write the velocity of atom $i$ as
\begin{equation}
\mathbf v_i=\mathbf u+\mathbf c_i ,
\label{eq:split}
\end{equation}
where $\mathbf u$ is the common drift and $\mathbf c_i$ the thermal velocity. The thermal velocities are classical and independent, with zero mean. Each Cartesian component has the variance
\begin{equation}
\langle c_{i\alpha}^2\rangle=\sigma^2=\frac{k_BT}{m},\qquad \alpha=x,y,z .
\label{eq:sigma}
\end{equation}
Angle brackets denote an average over many equivalent cells. The atoms are selected by position, without regard to their velocities. The drift is unknown and is replaced by the sample mean $\mathbf V$. The temperature is then computed as if all $3n$ degrees of freedom were still present:
\begin{equation}
\mathbf V=\frac1n\sum_{i=1}^n\mathbf v_i,\qquad
T_{\rm naive}=\frac{m}{3nk_B}\sum_{i=1}^n|\mathbf v_i-\mathbf V|^2 .
\label{eq:naive}
\end{equation}

\begin{enumerate}
\item By what factor does the average of $T_{\rm naive}$ differ from $T$, and which divisor removes the error?
\item How does this error compare with the scatter of a single reading?
\item What do the answers mean for a hot silicon cell of 8 atoms at 1800 K, drifting at 300 m/s?
\item Does the factor survive in a closed simulation box, and what happens if the cell is not thermal?
\end{enumerate}

\section{First estimate by scaling}

A thermal atom has a speed of order $\sqrt{k_BT/m}$. The mean of $n$ independent random velocities is smaller by about $\sqrt n$, so even without any drift the sample mean has a random part of size
\begin{equation}
|\mathbf V-\mathbf u|\sim\sqrt{\frac{k_BT}{nm}} .
\end{equation}
Subtracting $\mathbf V$ removes this random part together with the drift. The thermal energy lost is that of a body of mass $nm$ moving at this speed:
\begin{equation}
nm\,|\mathbf V-\mathbf u|^2\sim nm\,\frac{k_BT}{nm}=k_BT .
\end{equation}
The whole cell holds thermal energy of order $nk_BT$. The relative loss is therefore
\begin{equation}
\frac{T-\langle T_{\rm naive}\rangle}{T}\sim\frac1n .
\label{eq:scaling}
\end{equation}
The temperature should come out too low, by an amount that does not depend on the drift. For $n=8$ and $T=1800$ K the error is of order 200 K. Scaling leaves the numerical coefficient open, and it cannot distinguish $1/n$ from, say, $1/(n-1)$.

\section{Exact solution}

\subsection{The mean reading}

Inserting \eqref{eq:split} into the sample mean gives
\begin{equation}
\mathbf V=\mathbf u+\mathbf C,\qquad \mathbf C=\frac1n\sum_i\mathbf c_i ,
\end{equation}
so that $\mathbf v_i-\mathbf V=\mathbf c_i-\mathbf C$. The drift has cancelled, whatever its size. Now expand the square, using $\sum_i\mathbf c_i=n\mathbf C$ in the middle term:
\begin{align}
\sum_i|\mathbf c_i-\mathbf C|^2
&=\sum_i|\mathbf c_i|^2-2\mathbf C\cdot\sum_i\mathbf c_i+n|\mathbf C|^2\nonumber\\
&=\sum_i|\mathbf c_i|^2-2n|\mathbf C|^2+n|\mathbf C|^2\nonumber\\
&=\sum_i|\mathbf c_i|^2-n|\mathbf C|^2 .
\label{eq:square}
\end{align}
The first term has the average $3n\sigma^2$, from $n$ atoms with three components each. For the second,
\begin{equation}
\langle|\mathbf C|^2\rangle=\frac1{n^2}\sum_{i,j}\langle\mathbf c_i\cdot\mathbf c_j\rangle
=\frac1{n^2}\,n\,(3\sigma^2)=\frac{3\sigma^2}{n},
\label{eq:C2}
\end{equation}
because the terms with $i\ne j$ vanish: independent velocities with zero mean have $\langle\mathbf c_i\cdot\mathbf c_j\rangle=0$. Hence
\begin{equation}
\Big\langle\sum_i|\mathbf v_i-\mathbf V|^2\Big\rangle
=3n\sigma^2-3\sigma^2=3(n-1)\frac{k_BT}{m}.
\label{eq:sum}
\end{equation}
Multiplication by $m/(3nk_B)$ gives
\begin{equation}
\boxed{\;\langle T_{\rm naive}\rangle=\Big(1-\frac1n\Big)T\;}
\label{eq:result}
\end{equation}
The mean shortfall is $T/n$. The unbiased estimate uses the divisor $3(n-1)$:
\begin{equation}
T_{\rm corr}=\frac{m}{3(n-1)k_B}\sum_i|\mathbf v_i-\mathbf V|^2
=\frac{n}{n-1}\,T_{\rm naive},\qquad \langle T_{\rm corr}\rangle=T .
\label{eq:corr}
\end{equation}

The count of degrees of freedom agrees. The relative velocities obey $\sum_i(\mathbf v_i-\mathbf V)=0$, which is three conditions, so $3n-3$ of them are free. The energy removed besides the drift energy is $\tfrac12nm\langle|\mathbf C|^2\rangle=\tfrac32k_BT$, the thermal energy of one atom. For $n=1$ the relative velocity is zero: the naive reading vanishes and the corrected one is $0/0$, since one velocity cannot separate drift from heat. If $\mathbf u$ were known independently and subtracted in place of $\mathbf V$, the sum would be $\sum_i|\mathbf c_i|^2$ and the divisor $3n$ would be right.

The derivation used the variance and the independence of the velocities, but not the Maxwellian shape of their distribution. The shape matters for the scatter.

\subsection{The scatter of one reading}

Equation \eqref{eq:result} concerns the average; a single snapshot may read high or low. For Maxwellian velocities, take one component and collect its $n$ values in a vector $(c_{1x},\dots,c_{nx})$. Rotate the axes of this $n$-dimensional space so that the first new axis points along $(1,\dots,1)/\sqrt n$. The new coordinates $y_1,\dots,y_n$ are again independent Gaussian variables of variance $\sigma^2$, because the Gaussian density depends on the length of the vector alone. The first one is $y_1=\sum_ic_{ix}/\sqrt n=\sqrt n\,C_x$, so
\begin{equation}
\sum_i(c_{ix}-C_x)^2=\sum_{k=1}^n y_k^2-y_1^2=\sum_{k=2}^n y_k^2 .
\end{equation}
With three components, the sum in \eqref{eq:corr} consists of $3(n-1)$ independent squares. For a Gaussian variable, integration by parts gives $\langle y^4\rangle=3\sigma^2\langle y^2\rangle=3\sigma^4$, so each square has the variance $3\sigma^4-\sigma^4=2\sigma^4$. The relative standard deviation of $T_{\rm corr}$ is
\begin{equation}
\frac{\Delta T_{\rm corr}}{T}=\frac{\sqrt{3(n-1)\,2\sigma^4}}{3(n-1)\sigma^2}
=\sqrt{\frac{2}{3(n-1)}} .
\label{eq:scatter}
\end{equation}

Averaging over $M$ independent readings divides the scatter by $\sqrt M$ but leaves the bias unchanged. The standard error of the naive mean equals the bias when
\begin{equation}
\frac{1}{\sqrt M}\,\frac{n-1}{n}\,T\sqrt{\frac{2}{3(n-1)}}=\frac Tn
\quad\Longrightarrow\quad M=\frac{2(n-1)}{3}.
\label{eq:M}
\end{equation}

\subsection{A closed simulation box}

In a simulation box of $N$ equal atoms with zero total momentum, the velocities are not quite independent. Suppose that the box is in equilibrium and that energy and total momentum are its only conserved quantities. Given the positions, all sets of velocities with the right kinetic energy and zero sum are then equally likely. All atoms thus share one variance $s^2$ per component, and all pairs share one covariance $\kappa$. Multiplying $\sum_jc_{jx}=0$ by $c_{ix}$ and averaging gives
\begin{equation}
s^2+(N-1)\kappa=0 .
\end{equation}
The box temperature is defined with the $3(N-1)$ degrees of freedom of the whole box, $3Nms^2=3(N-1)k_BT$. Therefore
\begin{equation}
s^2=\frac{N-1}{N}\frac{k_BT}{m},\qquad \kappa=-\frac1N\frac{k_BT}{m}.
\end{equation}
For a cell of $n$ atoms, \eqref{eq:square} now gives, per component,
\begin{align}
\Big\langle\sum_i(c_{ix}-C_x)^2\Big\rangle
&=ns^2-\frac1n\big[ns^2+n(n-1)\kappa\big]\nonumber\\
&=(n-1)(s^2-\kappa)=(n-1)\frac{k_BT}{m}.
\label{eq:box}
\end{align}
This is the earlier result. The small negative correlation compensates the slightly reduced variance, and the factor $1-1/n$ contains no $N$.

This case was tested by integrating Newton's equations for a dense periodic fluid of 64 soft repulsive atoms in reduced units, a model fluid and not silicon. The starting velocities were uniformly distributed. Since the factor does not depend on the shape of the distribution, it already holds at the start; the run shows that it persists after collisions have brought the fluid to equilibrium. Each cell consisted of an atom and its seven nearest neighbours. The ratio of naive cell temperature to box temperature was $0.8764$ with a standard error of $0.0008$, against the predicted $0.8750$. The difference is about 1.8 standard errors. Leaving out the covariance $\kappa$ would give $0.8750\times63/64=0.8613$, more than 15 standard errors from the measured ratio.

\subsection{Cells that are not uniform or not thermal}

Suppose first that the atoms have different temperatures $T_i$ but are still independent. Then $\langle\sum_i|\mathbf c_i|^2\rangle=\sum_i3k_BT_i/m$, while $n\langle|\mathbf C|^2\rangle=(1/n)\sum_i3k_BT_i/m$. The difference carries the common factor $1-1/n$, so $\langle T_{\rm corr}\rangle$ is the mean of the $T_i$. A temperature gradient blurs the map but does not change the correction.

Unequal ordered velocities are more serious. Let atom $i$ have the fixed velocity $\mathbf u_i$ plus thermal motion, and let $\mathbf U$ be the mean of the $\mathbf u_i$. Then $\mathbf v_i-\mathbf V=(\mathbf u_i-\mathbf U)+(\mathbf c_i-\mathbf C)$. The cross term of the square averages to zero because $\langle\mathbf c_i-\mathbf C\rangle=0$, and
\begin{equation}
\langle T_{\rm corr}\rangle=T+\frac{m}{3(n-1)k_B}\sum_i|\mathbf u_i-\mathbf U|^2 .
\label{eq:flow}
\end{equation}

As an important case, give one atom an additional velocity $\mathbf w$ with $\tfrac12mw^2=E$, as for a recoil that has not yet shared its energy. The mean shifts by $\mathbf w/n$, so this atom deviates from it by $(1-1/n)\mathbf w$ and each of the others by $-\mathbf w/n$:
\begin{equation}
\sum_i|\mathbf u_i-\mathbf U|^2=\frac{(n-1)^2}{n^2}w^2+(n-1)\frac{w^2}{n^2}=\frac{n-1}{n}\,w^2 .
\end{equation}
With $mw^2=2E$, the corrected reading rises by
\begin{equation}
\delta T=\frac{2E}{3nk_B}.
\label{eq:recoil}
\end{equation}
This is the directed energy spread over all $n$ atoms and then called heat. No divisor that depends on $n$ alone repairs it, because the excess depends on the recoil energy $E$.

\section{Comparison and numbers}

\subsection{Scaling against the exact result}

The scaling estimate \eqref{eq:scaling} has the right power of $n$, and the exact coefficient is 1. The reason is that the lost energy, $\tfrac32k_BT$, and the total, $\tfrac32nk_BT$, carry the same factor $\tfrac32$, which cancels in the ratio. The exact solution adds what scaling could not give: the shortfall relative to the true temperature is $1/n$, whereas relative to the naive reading it is $1/(n-1)$. For $n=2$ these are 50\% and 100\%; for large $n$ they merge.

\subsection{A hot silicon cell}

Take a cube one lattice parameter wide, roughly 0.54 nm. At the density of the cold crystal it holds $n=8$ atoms of mass $4.6636\times10^{-26}$ kg, and this number is kept here. In a real hot cell atoms can cross the faces, so the count may change from one reading to the next, and each reading then needs the divisor for its own $n$. With the chosen $T=1800$ K,
\begin{align}
\langle T_{\rm naive}\rangle&=\tfrac78\times1800\ {\rm K}=1575\ {\rm K},\\
T-\langle T_{\rm naive}\rangle&=\tfrac18\times1800\ {\rm K}=225\ {\rm K}.
\end{align}
The corrected mean is $\tfrac87\times1575\ {\rm K}=1800$ K. Silicon melts at roughly 1700 K, so the naive mean lies below the melting point although the true temperature lies above it. A map that applies this threshold to the average of many naive readings would call the cell solid; a single reading scatters too much for a reliable label. In a simulation the proper threshold is the melting point of the interatomic potential, which can differ from the experimental value by several hundred kelvin. Temperature alone does not establish melting in so small and short-lived a region, but the label should at least not depend on a counting error.

One corrected reading scatters by $\sqrt{2/21}=30.9\%$, or 555 K, more than twice the bias. By \eqref{eq:M}, however, $2\times7/3=4.67$ independent readings already bring the standard error of the naive mean down to the bias. With more readings the systematic error dominates.

It is instructive to leave the drift in. Replacing $\mathbf V$ by zero in \eqref{eq:naive} adds $mu^2/(3k_B)=101$ K at 300 m/s, and the mean reading is 1901 K. Here the naive subtraction does more harm to the mean than no subtraction: it exchanges an error of $+101$ K for one of $-225$ K. The two errors have equal size when
\begin{equation}
\frac{mu^2}{3k_B}=\frac Tn\quad\Longrightarrow\quad u=\sqrt{\frac{3k_BT}{nm}}=447\ {\rm m/s},
\end{equation}
which by \eqref{eq:C2} is the root-mean-square thermal speed of the sample mean itself. Subtraction with the divisor $3(n-1)$ has neither error.

Random Maxwell velocities at 1800 K with the same drift confirm the dependence on $n$. The uncertainties are standard errors, and agreement within five of them was required.
\begin{center}
\begin{tabular}{rcc}
$n$ & predicted $\langle T_{\rm naive}\rangle$ (K) & sampled (K)\\
2 & 900.0 & $901.4\pm1.6$\\
8 & 1575.0 & $1574.4\pm1.1$\\
27 & 1733.3 & $1731.3\pm1.4$\\
64 & 1771.9 & $1772.7\pm1.3$\\
100 & 1782.0 & $1782.4\pm1.0$
\end{tabular}
\end{center}
A bias of 1\% needs 100 atoms. At 8 atoms per lattice cube this is an edge of $0.54\,(100/8)^{1/3}\approx1.3$ nm. Enlarging the cell costs spatial resolution. Changing the divisor keeps the resolution, but it multiplies the scatter of each reading by $n/(n-1)$, for 8 atoms from $\tfrac78\times555\ {\rm K}=486$ K to 555 K. For a single reading of 8 atoms the naive value therefore has the slightly smaller root-mean-square error, bias included: 536 K against 555 K. With two independent readings the corrected average is already the better one, with 393 K against 411 K, and its advantage grows with every further reading.

\subsection{How far a real cascade departs from the model}

The temperature and drift above are chosen round values, not results of a cascade calculation. One assumption that a real cascade breaks is that of thermal velocities: in the early collision stage, energetic recoils move among slower atoms. By \eqref{eq:recoil}, a single atom with 1 eV of directed energy raises the corrected reading of the 8-atom cell by 967 K, over four times the bias discussed here. The correction is therefore meaningful once collisions have shared out the energy within the cell.

Two other effects are smaller for the values chosen here. Let the drift vary linearly along a cube edge, by 100 m/s over one lattice parameter. The fractional coordinates of the eight diamond-structure sites along the gradient are $0,\tfrac14,\tfrac12,\tfrac34$, each occurring twice, and their squared deviations from the mean add up to $0.625$. Equation \eqref{eq:flow} then gives an excess of 1.0 K, which grows as the square of the velocity difference. Quantum motion of the nuclei, absent from classical dynamics, would raise the mean kinetic energy at a given temperature by about 0.6\%, equivalent to 11 to 12 K. This is a Debye-model estimate with a rough Debye temperature of 645 K. It grows as the mean square vibration frequency: a Debye temperature of 685 K gives 13 K, and the crystal force constants of the Stillinger--Weber potential give 16 K. For a cell above the melting point it indicates the size only.

Dopant atoms break the assumption of equal masses. If $\mathbf V$ is then taken as the centre-of-mass velocity, with total mass $M_{\rm t}=\sum_im_i$, the thermal energy removed is
\begin{equation}
\frac{M_{\rm t}}2\langle|\mathbf V-\mathbf u|^2\rangle
=\frac{1}{2M_{\rm t}}\sum_im_i^2\,\frac{3k_BT}{m_i}=\frac32k_BT ,
\end{equation}
as before, and the factor $1-1/n$ is unchanged. Selecting atoms by their speed, for instance by keeping those above a threshold, is a different fault. The selected velocities are still independent, so the factor $1-1/n$ still holds relative to their own variance. This variance is no longer \eqref{eq:sigma}, however, and neither divisor returns $T$. The full set of values is given in the numerical output.

\section*{Computed results}
\begin{verbatim}
Silicon atomic mass: 4.6636e-26 kg
Lattice parameter = cell edge (rough): 0.543 nm
Atoms in cell: 8
True temperature (chosen): 1800 K
Drift speed (chosen): 300 m/s
Thermal speed per component: 730.0 m/s
RMS thermal speed of cell mean, 3D: 447.0 m/s
Thermal energy removed with mean: 0.2327 eV
Drift energy per atom: 0.0131 eV
Drift contribution if not subtracted: 101.3 K
Mean raw temperature, no subtraction: 1901.3 K
Factor 1-1/n: 0.8750
Mean naive temperature: 1575.0 K
Bias (shortfall): 225.0 K
Mean corrected temperature: 1800.0 K
Melting point (rough input): 1690 K
Relative scatter of one corrected reading: 30.9 %
Scatter of one corrected reading: 555 K
Sampled relative scatter: 30.8 %
Readings for naive standard error = bias: 4.67
n=2: predicted naive 900.0 K, sampled 901.4 +/- 1.6 K
n=8: predicted naive 1575.0 K, sampled 1574.4 +/- 1.1 K
n=27: predicted naive 1733.3 K, sampled 1731.3 +/- 1.4 K
n=64: predicted naive 1771.9 K, sampled 1772.7 +/- 1.3 K
n=100: predicted naive 1782.0 K, sampled 1782.4 +/- 1.0 K
Atoms for 1 % bias: 100
Cube edge for 1 % bias: 1.26 nm
Fluid dynamics: atoms in box 64, atoms per cell 8
Fluid dynamics: box temperature 1.240 (reduced)
Fluid dynamics: naive/box temperature 0.8764
Fluid dynamics: block standard error 0.0008
Fluid dynamics: relative energy change 2.2e-04
Recoil energy (chosen): 1.0 eV
Recoil adds to corrected temperature: 967 K
Velocity difference across cell: 100 m/s
Flow gradient adds: 1.01 K
Debye temperature (rough input): 645 K
Quantum excess of kinetic energy: 0.64 %
Quantum excess as temperature: 11.5 K
\end{verbatim}
